\section*{Mott's Vibrational-Entropy Estimate of Copper's Resistivity Jump on Melting}

\section{The form fixed by symmetry and dimensions}

Compare a solid metal and its liquid at the melting temperature $T_m$. Let $\rho_S$ and $\rho_L$ be their resistivities, and let $\Delta S$ be the molar entropy gained on melting. The aim is to estimate $\rho_L/\rho_S$ from the latent heat.

An electron wave in a perfect periodic lattice carries current without decay. Resistance comes from the displacements of the atoms from their sites. Reversing all displacements leaves the thermal ensemble of a harmonic crystal unchanged, so the resistivity cannot contain a term linear in displacement. For small displacements it begins with the mean square $u^2$, taken here along one axis.

For a classical oscillator of mass $M$ and angular frequency $\omega$ at temperature $T$, the available quantities are $kT$, $M$ and $\omega$. The one length squared that they form is $kT/(M\omega^2)$. Hence, with $T$, $M$ and the electrons held fixed,
\begin{equation}
\rho\propto u^2\propto\omega^{-2}.
\end{equation}

Suppose further that the whole entropy of melting comes from a uniform softening of the vibrations, so that the resistivity ratio depends on $\Delta S/R$ alone, where $R$ is the gas constant. If the softening is made in two stages, the entropies add and the resistivity ratios multiply. A smooth function that turns sums into products is an exponential, so
\begin{equation}
\frac{\rho_L}{\rho_S}=\exp\left(c\,\frac{\Delta S}{R}\right).
\end{equation}
What remains is the number $c$. It will be $2/3$: the 2 is the power of $\omega$ in $u^2$, and the 3 is the number of vibrational modes per atom.

\section{Leading order}

\subsection{Entropy from the latent heat}

At $T_m$ and fixed pressure the two phases have equal molar Gibbs energies, $H_S-T_mS_S=H_L-T_mS_L$. Rearranging, with the molar latent heat $L=H_L-H_S$,
\begin{equation}
\Delta S=S_L-S_S=\frac{L}{T_m}.
\end{equation}
The latent heat alone is therefore not enough; the melting temperature is needed too.

\subsection{Frequency change from the entropy}

The classical partition function of one mode is
\begin{equation}
Z=\int\frac{dx\,dp}{2\pi\hbar}\,
e^{-p^2/(2MkT)-M\omega^2x^2/(2kT)} .
\end{equation}
The two Gaussian integrals are $\sqrt{2\pi MkT}$ and $\sqrt{2\pi kT/(M\omega^2)}$. Their product is $2\pi kT/\omega$, so $Z=kT/(\hbar\omega)$. The free energy is $-kT\ln Z$, and the entropy is
\begin{equation}
s=\frac{\partial}{\partial T}(kT\ln Z)
=k\left(1+\ln\frac{kT}{\hbar\omega}\right).
\end{equation}
When the two phases are subtracted at the same temperature, everything but the frequencies cancels. With three modes per atom, all softened by the same factor,
\begin{equation}
\Delta S=3R\ln\frac{\omega_S}{\omega_L}.
\label{eq:ds}
\end{equation}

The classical vibrational energy is $3RT$ per mole in both phases. In this model the latent heat is therefore the higher static energy of the liquid's sites, and the entropy of the softer vibrations pays for it at $T_m$.

\subsection{Resistivity from the frequency change}

Equipartition gives $M\omega^2u^2/2=kT/2$, hence $u^2=kT/(M\omega^2)$. Combining this with Eq.~\eqref{eq:ds},
\begin{align}
\frac{\rho_L}{\rho_S}
&=\frac{u_L^2}{u_S^2}
=\left(\frac{\omega_S}{\omega_L}\right)^2
=\exp\left(2\ln\frac{\omega_S}{\omega_L}\right)\nonumber\\
&=\exp\left(\frac{2\Delta S}{3R}\right)
=\exp\left(\frac{2L}{3RT_m}\right)\equiv r .
\label{eq:mott}
\end{align}
This is Mott's estimate. If $\Delta S\ll R$ it reduces to $r\simeq1+2\Delta S/(3R)$. That linear form would give 1.77 for copper, so the exponential must be kept.

\subsection{Copper}

Take $L=13.0$ kJ/mol and the rough value $T_m=1358$ K. Then
\begin{align}
\frac{\Delta S}{R}&=\frac{13000}{8.3145\times1358}=1.1514,\\
\frac{\omega_L}{\omega_S}&=e^{-1.151/3}=0.681,\\
r&=e^{2(1.1514)/3}=e^{0.7676}=2.15.
\end{align}
The unrounded calculation gives 2.155, which is 2.2 to two figures. Frequencies lower by about a third are enough to double the resistivity, because the frequency enters squared.

Holding $T_m$ fixed and moving $L$ from 12.5 to 13.5 kJ/mol moves the estimate from 2.09 to 2.22. A ratio of 2.2 without rounding would need 13.35 kJ/mol. With a rough solid resistivity of 10 $\mu\Omega\,$cm at melting, the model gives about 21.5 $\mu\Omega\,$cm for the liquid.

Gold is a second case. Rough inputs of 12.5 kJ/mol and 1337 K give $\Delta S/R=1.12$ and $r=2.12$. The two estimates are close because the two entropies of melting are close.

\section{First correction: finite displacements}

\subsection{Diffuse scattering}

The law $\rho\propto u^2$ is the first term of an expansion. To find the next one, let atom $j$ have site $\mathbf R_j$ and displacement $\mathbf u_j$. For wave-vector transfer $\mathbf q$, the scattering per atom is proportional to
\begin{equation}
S(\mathbf q)=\frac1N\left\langle\left|\sum_j
e^{i\mathbf q\cdot(\mathbf R_j+\mathbf u_j)}\right|^2\right\rangle .
\end{equation}
Assume independent, isotropic Gaussian displacements. Then $\langle e^{i\mathbf q\cdot\mathbf u}\rangle=e^{-q^2u^2/2}$. The $N$ terms with equal indices contribute 1 in total after division by $N$. Each term with unequal indices carries two such averages, whose product is $e^{-q^2u^2}$. Adding and subtracting the equal-index terms with this same factor gives
\begin{equation}
S(\mathbf q)=1-e^{-q^2u^2}
+\frac{e^{-q^2u^2}}N\left|\sum_j e^{i\mathbf q\cdot\mathbf R_j}\right|^2 .
\end{equation}
The last term is Bragg scattering, which belongs to the periodic lattice and is absorbed into the electron states. The diffuse part, $1-e^{-q^2u^2}$, causes resistance. It starts as $q^2u^2$ and saturates at 1.

\subsection{Average over scattering angles}

For elastic scattering on a spherical Fermi surface of wave number $k_F$, an angle $\theta$ corresponds to $q=2k_F\sin(\theta/2)$. The loss of forward momentum has weight $1-\cos\theta=q^2/(2k_F^2)$, and the solid angle contributes $\sin\theta\,d\theta=q\,dq/k_F^2$. The total weight is proportional to $q^3dq$. For point scatterers the matrix element does not depend on $q$.

Put $s=q/(2k_F)$ and $a=4k_F^2u^2$. The normalized weight is $4s^3ds$ on $0<s<1$, so $\rho\propto F(a)$ with
\begin{align}
F(a)&=\int_0^1 4s^3\left(1-e^{-as^2}\right)ds\nonumber\\
&=\int_0^1 4s^3\left(as^2-\frac{a^2s^4}{2}+\cdots\right)ds\nonumber\\
&=\frac{2a}{3}-\frac{a^2}{4}+\cdots
=\frac{2a}{3}\left(1-\frac{3a}{8}+\cdots\right).
\end{align}
Since $a_L/a_S=r$, the ratio to first order in $a$ is
\begin{equation}
\frac{F(a_L)}{F(a_S)}\simeq
r\left[1-\frac38(a_L-a_S)\right]
=r\left[1-\frac38a_S(r-1)\right].
\label{eq:corr}
\end{equation}
The correction is negative because the liquid, with its larger displacements, is nearer to saturation.

For copper, take a rough Einstein temperature $\Theta_S=\hbar\omega_S/k=240$ K and one free electron per atom at 80 atoms/nm$^3$. These give $u_S=0.0134$ nm, $k_F=(3\pi^2n)^{1/3}=13.3$ nm$^{-1}$, $a_S=0.128$ and $a_L=0.276$. Equation~\eqref{eq:corr} then gives
\begin{equation}
2.155\left[1-0.375(0.276-0.128)\right]=2.04 .
\end{equation}
The full function $F$ also gives 2.04. Saturation thus lowers the estimate by about 5\% for this Einstein temperature and point scatterers; screened empty-core ions, whose matrix element depends on $q$, give roughly 3 to 6\% according to the core radius. Since $a_S\propto\Theta_S^{-2}$, a crystal that has softened on heating would show a larger reduction. So would a real spread of phonon frequencies: the mean square displacement gives most weight to the low ones, so it corresponds to a lower Einstein temperature than the entropy does. With 190 K in place of 240 K, independent atoms give a reduction of 8\%. Real phonons also correlate the displacements of neighbours, which the formula for independent atoms omits. A nearest-neighbour fcc crystal whose entropy corresponds to 240 K gives about 6\%, against about 7\% for independent atoms with the same $u^2$. In the opposite limit, $a_S\gg1$, both values of $F$ approach 1 and the ratio approaches 1: the atoms are already scattering as independent centres, and further softening adds nothing.

\section{Correction for quantum vibrations}

The second small parameter is $x=\hbar\omega/(kT)$. For copper $x_S=240/1358=0.177$, while the liquid's Einstein temperature of 163.5 K gives $x_L=0.120$. Quantum mechanics enters in two places.

The first is the entropy. The quantum partition function is $Z=1/[2\sinh(x/2)]$, so $\ln Z=-\ln x-x^2/24+\cdots$. The mean energy is $-kT\,x\,d\ln Z/dx$, and therefore
\begin{align}
\frac sk&=\ln Z-x\frac{d\ln Z}{dx}\nonumber\\
&=-\ln x-\frac{x^2}{24}+1+\frac{x^2}{12}+\cdots
=1-\ln x+\frac{x^2}{24}+\cdots .
\end{align}
Subtracting the phases,
\begin{equation}
\frac{\Delta S}{3R}=\ln\frac{\omega_S}{\omega_L}
-\frac{x_S^2-x_L^2}{24}.
\end{equation}
At fixed $\Delta S$ the frequency ratio must be slightly larger than the classical one, and its square gains the factor $1+(x_S^2-x_L^2)/12$.

The second place is the scattering, where an electron gains or loses $\hbar\omega$. Zero-point motion alone cannot give up energy, so the quantum value of $u^2$ is not the right measure here. For a slightly shifted Fermi sphere, the rate of momentum loss is proportional to the equilibrium number of transitions. With energies in units of $kT$ and $f$ the Fermi function,
\begin{equation}
f(\epsilon)[1-f(\epsilon+x)]
=\frac{f(\epsilon)-f(\epsilon+x)}{1-e^{-x}} .
\end{equation}
The numerator integrates to $x$. Absorption carries the phonon number $1/(e^x-1)$, and emission doubles the result by detailed balance. The sum is
\begin{equation}
\frac{2x}{(e^x-1)(1-e^{-x})}
=\frac{2x}{4\sinh^2(x/2)} .
\end{equation}
Its small-$x$ limit is $2/x$, so the classical resistivity is multiplied by
\begin{equation}
\frac{(x/2)^2}{\sinh^2(x/2)}=1-\frac{x^2}{12}+\cdots .
\end{equation}
The solid is reduced more than the liquid, and the ratio gains another factor $1+(x_S^2-x_L^2)/12$. For copper this second factor, at fixed frequencies, is $+0.14\%$; it is the only part included in the output line ``Quantum change of ratio''. Both together amount to about $+0.3\%$, far below the 5\% from saturation. They are also far below the 3\% by which the estimate moves when $L$ changes by 0.5 kJ/mol, so they are not added to the result.

\section{Where the estimate can fail}

\subsection{Entropy that is not vibrational}

The expansions above correct the model from within. A larger doubt concerns its premise. If an amount $S_c$ of the entropy is configurational, meaning that it counts arrangements of sites, the vibrations receive only the remainder:
\begin{equation}
\frac{\rho_L}{\rho_S}
=\exp\left[\frac{2(\Delta S-S_c)}{3R}\right].
\end{equation}
For copper, $S_c=R/2$ gives 1.54 and $S_c=R$ gives 1.11. The second value has a simple meaning. If $N$ atoms, each confined to its own cell, are allowed to share all $N$ cells freely, the number of arrangements rises by $N^N/N!$. Stirling's formula gives $\ln(N^N/N!)\simeq N$, or $R$ per mole. This ideal sharing ignores the repulsion between atoms and serves as a scale, not as a value for liquid copper.

The disorder of the sites would also scatter electrons, and Eq.~\eqref{eq:mott} leaves that out. If the liquid's atoms were placed wholly at random, $S(q)$ would be 1 and the ratio $1/F(a_S)=12.3$. A dense liquid is not random in this sense, so this number is again a scale. The two omissions tend to act in opposite directions: counting configurational entropy lowers the estimate, and counting the scattering from disordered sites will usually raise it, by an amount that depends on the structure of the liquid. A result near the measured one may owe something to their cancellation; this is a conjecture that the present model cannot settle.

\subsection{Unequal softening}

Let three modes of equal initial frequency soften by factors $r_i=\omega_{S}/\omega_{L,i}$, with equal coupling to the electrons. The resistivity ratio is the arithmetic mean of the $r_i^2$, while the entropy fixes their geometric mean:
\begin{equation}
\frac13\sum_i r_i^2\ge\left(\prod_i r_i^2\right)^{1/3}
=\exp\left(\frac{2\Delta S}{3R}\right).
\end{equation}
Under these conditions uniform softening gives the smallest ratio. If two modes soften equally and the third not at all, then $\Delta S=2R\ln r_1$, so $r_1^2=e^{\Delta S/R}$ and the ratio is $(1+2e^{1.151})/3=2.44$.

\subsection{Density and mean free path}

The electrons were held fixed, but the metal expands, by roughly 4\% for copper. With one electron per atom, density $n$, Fermi speed $v_F$ and a fixed cross-section $\sigma$ per ion, the scattering rate is $n\sigma v_F$. The Drude formula then gives
\begin{equation}
\rho=\frac{m(n\sigma v_F)}{ne^2}=\frac{m\sigma v_F}{e^2}
\propto n^{1/3}.
\end{equation}
For a fixed cross-section the ratio changes by the factor $1.04^{-1/3}=0.987$, or $-1.3\%$. In the diffuse-scattering model above, however, the cross-section is itself proportional to $k_F^2u^2$ at leading order. With $u^2$ held fixed, expansion then lowers it by a further factor $1.04^{-2/3}$, and the total change is $1.04^{-1}$, or about $-4\%$. This holds for point scatterers of fixed strength. For screened ions the matrix element changes with density too: empty-core ions give changes between about $-6\%$ and $+5\%$ according to the core radius, so not even the sign is settled for a real metal.

Describing resistance by separate collisions requires a mean free path $\ell$ with $k_F\ell\gg1$. From $\rho=\hbar k_F/(ne^2\ell)$, the estimated liquid resistivity and the solid's density give $\ell=3.2$ nm and $k_F\ell=42$. The condition holds for liquid copper.

\section{Comparison with real copper lines}

The measured resistivity of bulk copper rises by roughly a factor of two on melting, close to the model's 2.15, which becomes 2.04 with saturation and 1.97 when the expansion change for point scatterers is included as well. The agreement is not general. Equation~\eqref{eq:mott} always exceeds 1, yet the resistivities of gallium and bismuth fall on melting, where it gives about 4.4 and 5.3. It also overestimates sodium (1.75 against roughly 1.5) and iron (1.8 against little more than 1). It cannot be used where melting changes the electronic structure or where other scattering dominates the solid. The latent heat and the solid resistivity used here belong to bulk copper at its melting point, far above the normal operating temperature of an interconnect; the estimate concerns a line melted by overload. A narrow line also has scattering from surfaces and grain boundaries, which the model omits. Suppose, for illustration, that this adds 2 $\mu\Omega\,$cm. If the addition is the same in both phases, the ratio becomes $(21.5+2)/(10+2)=1.96$. If it vanishes on melting, the ratio is $21.5/12=1.79$. In the liquid itself, three assumptions remain open to doubt: the purely vibrational entropy, the equal softening of all modes, and the neglect of scattering from disordered sites. The examples above show that the first two can move the estimate further than the corrections for saturation and quantum vibrations. The size of the third effect depends on the structure of the liquid, which is not modelled here. The numerical output below lists the values for bulk copper and gold.

\section*{Calculated quantities}
\begin{verbatim}
COPPER: rough typical inputs
Latent heat: 13.0 kJ/mol
Melting temperature: 1358 K
Einstein temperature, solid: 240 K
Atomic density, hot solid: 80 nm^-3
Atomic mass: 63.546 u
Volume increase on melting: 4 %
Solid resistivity at melting: 10.0 uohm cm
COPPER: main estimate
Gas constant: 8.3145 J/(mol K)
Entropy of melting: 9.573 J/(mol K)
Entropy of melting / R: 1.1514
Coefficient 2/(3R): 80.18 K mol/kJ
Exponent 2L/(3RTm): 0.7676
Frequency ratio liquid/solid: 0.6813
Einstein temperature, liquid: 163.5 K
Resistivity ratio liquid/solid: 2.155
Liquid resistivity: 21.5 uohm cm
Ratio for L = 12.5 kJ/mol: 2.092
Ratio for L = 13.5 kJ/mol: 2.219
Latent heat for ratio 2.2: 13.35 kJ/mol
COPPER: numerical checks
Displacement-variance ratio, grid: 2.1515
Entropy change / R, grid: 1.1493
Free-energy crossing: 1355.5 K
COPPER: neglected effects, each taken alone
Ratio if 0.5 R is configurational: 1.544
Ratio if 1.0 R is configurational: 1.106
Communal entropy / R, counted: 1.0000
Ratio if two of three modes soften: 2.442
Rms displacement per axis, solid: 0.0134 nm
Rms displacement per axis, liquid: 0.0197 nm
Fermi wave number: 13.33 nm^-1
Largest q^2 u2, solid: 0.128
Largest q^2 u2, liquid: 0.276
Ratio with saturated scattering: 2.042
Ratio for fully random positions: 12.3
Quantum change of ratio: +0.14 %
Expansion change of ratio: -1.30 %
Mean free path, liquid: 3.18 nm
kF times mean free path, liquid: 42
GOLD: rough typical inputs and estimate
Latent heat: 12.5 kJ/mol
Melting temperature: 1337 K
Entropy of melting / R: 1.1245
Frequency ratio liquid/solid: 0.6874
Resistivity ratio liquid/solid: 2.116
\end{verbatim}
